# Gaunt Reduction of 2P Splittings from Boron to Thallium

## Problem

B, Al, Ga, In and Tl each have one $np$ electron outside closed shells, the outermost being $ns^2$. Let $\varepsilon(np_j)$ be the energy of this electron in the mean field of the spherical closed-shell ion, and define

$$\Delta=\varepsilon(np_{3/2})-\varepsilon(np_{1/2}).$$

Compute $\Delta_{\rm DC}$ with the Dirac–Coulomb Hamiltonian, and $\Delta_{\rm DCG}$ after adding the Gaunt interaction $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ to the mean field. The relative reduction is

$$\rho=\frac{\Delta_{\rm DC}-\Delta_{\rm DCG}}{\Delta_{\rm DC}} .$$

(a) Find $\rho$ for boron to leading order in the fine-structure constant $\alpha$. (b) Which of the five atoms has the largest $\rho$?

Atomic units are used, so $c=1/\alpha=137.036$; splittings are in cm$^{-1}$. The nucleus is a point. The ion does not relax when the valence electron is added, so the energy difference between atom and ion is $\varepsilon(np_j)$, and the ion's own energy cancels in $\Delta$.

## A tempting solution

The matrix $\boldsymbol\alpha$ is the electron velocity in units of $c$. The Gaunt term is therefore smaller than the Coulomb repulsion by about $(v/c)^2$. Near the nucleus $v\sim Z$, so

$$\rho\sim(Z\alpha)^2 .$$

This gives $(5/137.036)^2=0.13\,\%$ for boron and $(81/137.036)^2=35\,\%$ for thallium. Thallium would show by far the largest relative effect.

## Where it fails

The estimate compares the Gaunt energy with a Coulomb energy, but $\rho$ has the splitting in its denominator. The splitting is itself of order $\alpha^2$, so the factor $(v/c)^2$ cancels. What remains is a ratio of two spin-orbit terms: one from the other electrons' magnetic interaction, the other mostly from the nucleus. Both must be derived.

## Solution

**The spin-orbit operators.** To leading order the small component of an orbital is $\chi=\tfrac{\alpha}{2}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$, where $\varphi$ is the large one. A potential $V$ acting on $\chi$ contributes

$$\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p .$$

With $\mathbf pV=V\mathbf p-i\nabla V$ and $\mathbf p\times\mathbf p=0$, its spin-dependent part is $\tfrac{\alpha^2}{2}\mathbf s\cdot(\nabla V\times\mathbf p)$, where $\mathbf s=\boldsymbol\sigma/2$. For the repulsion $V=F\equiv1/r_{ij}$ one has $\nabla_iF=-\mathbf r_{ij}/r_{ij}^3$, with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. Dirac–Coulomb thus contains the spin-same-orbit term

$$-\frac{\alpha^2}{2}\,\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot\mathbf s_i .$$

In the Gaunt term, $\alpha_k$ joins large and small components. Using $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$,

$$\alpha_kF\;\to\;\frac{\alpha}{2}\left[F\sigma_k\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\sigma_kF\right]
=\frac{\alpha}{2}\left[Fp_k+p_kF-(\nabla F\times\boldsymbol\sigma)_k\right].$$

Take the spin part for electron $j$ and the momentum part for electron $i$. The overall minus sign of the Gaunt term cancels the one in the bracket. Since $\nabla_jF=+\mathbf r_{ij}/r_{ij}^3$ has no curl, $\mathbf p_i$ commutes with the scalar-product factor, and the two orderings add:

$$\frac{\alpha^2}{2}\,\frac{(\mathbf r_{ij}\times\boldsymbol\sigma_j)\cdot\mathbf p_i}{r_{ij}^3}
=-\alpha^2\,\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot\mathbf s_j .$$

This is spin-other-orbit coupling. The momentum–momentum part of the Gaunt term is spin-free. The spin–spin part contracts two spins with the symmetric tensor $\partial_a\partial_bF$, so it has spin rank 0 or 2. Rank 2 cannot act on one spin one-half outside closed shells, and rank 0 does not split the level.

**Direct and exchange parts.** For a two-electron interaction $g$, the valence electron $v$ gains

$$\sum_c\left[\langle vc|g|vc\rangle-\langle vc|g|cv\rangle\right]$$

from the core orbitals $c$. A filled subshell contains every orbital together with its time-reversed partner, which carries the opposite current. The summed current vanishes, and with it the direct Gaunt term. Exchange remains:

$$\delta\varepsilon_v=+\sum_c\langle vc|\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}\,|cv\rangle .$$

**Exchange with an $s^2$ shell.** Boron's core, $1s^2\,2s^2$, has only such shells. Write $\mathbf w_{12}=\mathbf r_{12}\times\mathbf p_1/r_{12}^3$, and $\mathbf w_{21}$ with the labels exchanged. For one pair,

$$g_{\rm other}=-\alpha^2(\mathbf w_{12}\cdot\mathbf s_2+\mathbf w_{21}\cdot\mathbf s_1),\qquad
g_{\rm same}=-\frac{\alpha^2}{2}(\mathbf w_{12}\cdot\mathbf s_1+\mathbf w_{21}\cdot\mathbf s_2).$$

In the exchange element, the sum over the core spin $\tau$ gives $\sum_\tau\langle\sigma|\mathbf s|\tau\rangle\langle\tau|\sigma'\rangle=\langle\sigma|\mathbf s|\sigma'\rangle$. The result is the same whether the operator is $\mathbf s_1$ or $\mathbf s_2$. Including the exchange minus sign, the two energies are

$$\alpha^2\,\mathbf M\cdot\mathbf s\quad\text{(other)},\qquad \frac{\alpha^2}{2}\,\mathbf M\cdot\mathbf s\quad\text{(same)},\qquad
\mathbf M=\langle vs|\mathbf w_{12}+\mathbf w_{21}|sv\rangle .$$

The spin-other-orbit exchange is twice the spin-same-orbit exchange. By rotational symmetry $\mathbf M=A_s\mathbf l$ within the $p$ shell, so $A_s=M_z$ for $v=R_pY_{11}$. Let $\varphi_s=R_s/\sqrt{4\pi}$ and $P=rR$.

In the first term $\mathbf p_1$ acts on $\varphi_s(1)$ and gives $-i\varphi_s'\,\hat{\mathbf r}_1$. With $\mathbf w_{12}=-\nabla_1F\times\mathbf p_1$,

$$\mathbf w_{12}\varphi_s=i\varphi_s'\,\nabla_1F\times\hat{\mathbf r}_1=\frac{\varphi_s'}{r_1}\,(-i\,\mathbf r_1\times\nabla_1)F=\frac{\varphi_s'}{r_1}\,\mathbf l_1F .$$

Expand $F$ in spherical harmonics. The functions $Y_{11}^*(1)$ and $Y_{11}(2)$ select $k=1$, $q=1$, whose coefficient is $4\pi/3$. The operator $l_{1z}$ gives 1, and the two $s$ functions give $1/4\pi$. The angular factor is therefore $1/3$.

In the second term $\mathbf w_{21}v=i\nabla_2F\times\nabla_2v=i\nabla_2\times(F\nabla_2v)$. Integrating by parts against $\varphi_s(2)$, with no surface term,

$$-i\int F\,\nabla\varphi_s\times\nabla v\,d^3r_2=\int F\,\frac{\varphi_s'}{r_2}\,\mathbf l\,v\,d^3r_2 .$$

Since $l_zv=v$, this is the first integral with the electrons interchanged. The sum is

$$A_s=\frac23\int_0^\infty\!\!\int_0^\infty P_p(r_1)R_s'(r_1)\,\frac{r_<}{r_>^2}\,P_s(r_2)P_p(r_2)\,dr_1dr_2 .$$

**The splitting.** Let $q(r)$ be the core charge inside $r$. The nucleus and the direct core field together give $\nabla V=(Z-q)\,\mathbf r/r^3$. The value of $\mathbf l\cdot\mathbf s$ is $1/2$ for $p_{3/2}$ and $-1$ for $p_{1/2}$, a difference of $3/2$. Hence, for an $s^2$-shell core and to order $\alpha^2$,

$$\Delta_{\rm DC}=\frac{3\alpha^2}{4}\left[Z\langle r^{-3}\rangle-\langle q\,r^{-3}\rangle+\sum_sA_s\right],\qquad
\Delta_{\rm DCG}-\Delta_{\rm DC}=\frac{3\alpha^2}{2}\sum_sA_s .$$

**(a) Boron.** Self-consistent orbitals were computed in a Gaussian basis with $c$ set to three times its physical value, which makes them nearly nonrelativistic. Integration on a radial grid gives

$$\langle r^{-3}\rangle=0.6947,\qquad \langle q\,r^{-3}\rangle=1.1601,\qquad \sum_sA_s=-0.2692 .$$

The bracket is $5(0.6947)-1.1601-0.2692=2.044$, so

$$\rho=\frac{-2\sum_sA_s}{2.044}=\frac{0.5384}{2.044}=26.3\,\% .$$

With the physical $\alpha$ the contributions are:

- nucleus: $+30.45$ cm$^{-1}$;
- direct screening: $-10.17$ cm$^{-1}$;
- spin-same-orbit exchange: $-2.36$ cm$^{-1}$;
- spin-other-orbit exchange: $-4.72$ cm$^{-1}$.

The first three sum to 17.92 cm$^{-1}$, and the fourth lowers this to 13.20 cm$^{-1}$. Screening has already removed a third of the nuclear term, which makes the denominator of $\rho$ small.

**How $\rho$ depends on $Z$.** Keep the shells $1s^2\,2s^2\,2p$ and raise $Z$. In the nonrelativistic hydrogenic limit all lengths scale as $1/Z$, so $\langle r^{-3}\rangle=bZ^3$, $\langle q\,r^{-3}\rangle=dZ^3$ and $\sum A_s=-aZ^3$ with constants $a,b,d$. The nuclear term has one more factor $Z$, and

$$\rho=\frac{2a}{bZ-d-a}\;\to\;\frac{2a}{b}\,\frac1Z .$$

Full Dirac mean-field calculations for boron-like ions give $\rho=26.3$, $7.02$ and $2.74\,\%$ at $Z=5$, 13 and 31. The products $Z\rho$ are 1.32, 0.91 and 0.85. The order-$\alpha^2$ formulas with nonrelativistic orbitals give 1.32, 0.91 and 0.83 and approach $2a/b=0.78$ from above as $Z\to\infty$; at finite $Z$ the subtraction of $d+a$ raises $\rho$ above the $1/Z$ law. At $Z=31$ the Dirac value already lies slightly above the order-$\alpha^2$ one.

**(b) The five atoms.** Down the group, shells are added as $Z$ grows, so the scaling argument alone does not settle the order. Dirac–Hartree–Fock calculations, with the Gaunt term included self-consistently in $\Delta_{\rm DCG}$, give (splittings in cm$^{-1}$):

| Atom | $\Delta_{\rm DC}$ | $\Delta_{\rm DCG}$ | Reduction | $\rho$ (%) |
|---|---:|---:|---:|---:|
| B | 17.92 | 13.20 | 4.72 | 26.3 |
| Al | 109.51 | 102.86 | 6.65 | 6.07 |
| Ga | 739.1 | 723.8 | 15.3 | 2.07 |
| In | 2000.9 | 1973.2 | 27.7 | 1.39 |
| Tl | 7188.5 | 7107.0 | 81.5 | 1.13 |

Stability under a denser basis and grid was checked only for boron, so the last digits for the heavier atoms are those of the basis used. Boron has the largest relative reduction. From boron to thallium the absolute reduction grows by a factor $81.5/4.72=17$, but the splitting grows by $7188.5/17.92=401$. The larger shift is therefore the smaller fraction.

## What the heavier atoms add

The group does not follow a $1/Z$ law. The product $Z\rho$ is 1.32, 0.79, 0.64, 0.68 and 0.92 from B to Tl, so it rises again after gallium. The cause of this rise is not isolated here. For thallium the difference between the two columns should be called the Gaunt reduction; its identification with spin-other-orbit coupling was derived at order $\alpha^2$.

The core's response also matters. If the Gaunt energy is evaluated with unchanged Dirac–Coulomb orbitals, the reductions are 4.72, 5.72, 16.4, 33.9 and 135.0 cm$^{-1}$. For boron this agrees with the self-consistent value. At order $\alpha^2$ a spin-orbit field does not act on $s$ orbitals, and spin-free changes of the core alter the splitting at order $\alpha^4$. For thallium the response takes the reduction from 135.0 to 81.5 cm$^{-1}$. Without it, $\rho$ would be $33.9/2000.9=1.69\,\%$ for indium and $135.0/7188.5=1.88\,\%$ for thallium. The order of these two would be reversed, and boron would still lead.

These are mean-field results. They omit electron correlation, including the mixing of $ns^2$ with $np^2$, as well as relaxation of the core by the valence electron, the remaining part of the Breit interaction, nuclear size and radiative corrections. The percentages belong to this model and are not predictions of measured splittings. Spherical symmetry of the ion was imposed throughout.
